\section*{Electron-Removal Fukui Function of an Asymmetric Hubbard Dimer}

\section*{Problem}

Two metal centres in a precursor molecule share two active electrons. Keep one orbital per centre and describe the pair by
\begin{equation}
H=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)
-\frac{\Delta}{2}(n_1-n_2)+U\sum_{i=1,2} n_{i\uparrow}n_{i\downarrow},
\end{equation}
with $t>0$, $\Delta>0$ and $U\ge 0$. Here $n_i=n_{i\uparrow}+n_{i\downarrow}$, and site 1 has the lower energy. Let $n_i(N)$ be the mean occupation of site $i$ in the $N$-electron ground state. The electron-removal Fukui function is the derivative of the site occupation with respect to electron number, taken from below at $N=2$. The parameters are held fixed when the electron leaves.

\begin{enumerate}
\item Show that this derivative equals $f_i=n_i(2)-n_i(1)$, and compute it for any $U$.
\item Which site has the larger value at $U=0$, and which at large $U$? How often does the order change, and at what repulsion?
\item Evaluate the result for $t=0.2$ eV, $\Delta=1$ eV, $U=4$ eV.
\item Does the density of the exact Kohn--Sham frontier orbital name the same site?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Only the differences $D_N=n_1(N)-n_2(N)$ are needed, because $f_1+f_2=2-1=1$.
\item The two-electron singlets form a $3\times3$ problem. Do not solve its cubic for the energy $E$. Use $w=U-E$ as the parameter and express $U$ through $w$.
\item To show that $D_2$ is monotonic, differentiate its reciprocal.
\item For part 4, ask what density one doubly occupied orbital must reproduce.
\end{enumerate}

\section*{Solution}

\subsection*{One electron}

In the site basis the Hamiltonian has diagonal $(-\Delta/2,\Delta/2)$ and coupling $-t$. Its lowest energy is
\begin{equation}
E(1)=-\frac R2,\qquad R=\sqrt{\Delta^2+4t^2}.
\end{equation}
Since $\partial H/\partial\Delta=-(n_1-n_2)/2$, the Hellmann--Feynman theorem gives
\begin{equation}
D_1=-2\frac{\partial E(1)}{\partial\Delta}=\frac{\Delta}{R}\equiv d,\qquad
n_{1,2}(1)=\frac{1\pm d}{2}.
\end{equation}

\subsection*{Two electrons}

The triplets have one electron on each site. The Pauli principle blocks their hopping, so their energy is $-\Delta/2+\Delta/2=0$. For the singlets take
\begin{equation}
|20\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle,\quad
|02\rangle=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle,\quad
|S\rangle=\tfrac{1}{\sqrt2}\left(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger\right)|0\rangle .
\end{equation}
Moving either electron of $|20\rangle$ to site 2 produces the two terms of $\sqrt2\,|S\rangle$, so the coupling is $-\sqrt2\,t$. The same holds for $|02\rangle$. The diagonal energies are $U-\Delta$, $U+\Delta$ and $0$. For the state $a|20\rangle+b|02\rangle+c|S\rangle$ with energy $E=U-w$, the eigenvalue equations are
\begin{align}
(w-\Delta)a&=\sqrt2\,t\,c, & (w+\Delta)b&=\sqrt2\,t\,c, & -\sqrt2\,t(a+b)&=Ec .
\end{align}
The ground state lies below the diagonal energy $U-\Delta$, hence $w>\Delta$. Then $c\neq0$, since otherwise $a=b=0$ too. Inserting $a$ and $b$ in the third equation gives
\begin{equation}
E=-2t^2\left(\frac1{w-\Delta}+\frac1{w+\Delta}\right)=-\frac{4t^2w}{w^2-\Delta^2}.
\label{eq:E}
\end{equation}
This is negative, so the ground state is a singlet. From $U=w+E$ and $\Delta^2+4t^2=R^2$,
\begin{equation}
U=\frac{w(w^2-R^2)}{w^2-\Delta^2},\qquad
\frac{dU}{dw}=1+\frac{4t^2(w^2+\Delta^2)}{(w^2-\Delta^2)^2}>0 .
\label{eq:U}
\end{equation}
Each $U$ therefore has one $w>\Delta$. It is $w=R$ at $U=0$ and grows without limit with $U$.

The state $|20\rangle$ contributes $+2$ to $n_1-n_2$, $|02\rangle$ contributes $-2$, and $|S\rangle$ nothing. With
\begin{align}
a^2-b^2&=2t^2c^2\,\frac{(w+\Delta)^2-(w-\Delta)^2}{(w^2-\Delta^2)^2}=\frac{8t^2c^2w\Delta}{(w^2-\Delta^2)^2},\\
a^2+b^2&=\frac{4t^2c^2(w^2+\Delta^2)}{(w^2-\Delta^2)^2},
\end{align}
division by the norm $a^2+b^2+c^2$ yields
\begin{equation}
D_2=\frac{16t^2w\Delta}{(w^2-\Delta^2)^2+4t^2(w^2+\Delta^2)} .
\label{eq:D2}
\end{equation}

\subsection*{Why the derivative is a difference}

At zero temperature a fractional mean electron number is realized by the mixture of integer states with the lowest energy. If $E(N)$ is convex, only the two neighbouring integers enter. With $E(2)=U-w$, the other energies are $E(0)=0$, $E(4)=2U$ and $E(3)=U-R/2$. The last follows because three electrons are one hole: the diagonal energies are $U\mp\Delta/2$ and the coupling has size $t$. The second differences are
\begin{align}
E(0)+E(2)-2E(1)&=R+E(2),\\
E(1)+E(3)-2E(2)&=2w-R-U,\\
E(2)+E(4)-2E(3)&=R+E(2).
\end{align}
By \eqref{eq:E}, $-E(2)$ decreases with $w$ and equals $R$ at $w=R$, so the first and third are positive for $U>0$. The second is positive because $U<w$ and $w\ge R$. For mean number $2-\eta$ with $0<\eta<1$ we thus have
\begin{equation}
n_i=(1-\eta)\,n_i(2)+\eta\,n_i(1),\qquad
f_i=-\frac{dn_i}{d\eta}=n_i(2)-n_i(1).
\end{equation}
At $U=0$ the first difference vanishes and $N=0$ may enter the mixture. Nothing changes, because there $n_i(2)=2n_i(1)$ and the occupations are linear in $N$ as well.

\subsection*{The larger value changes site once}

From $f_1+f_2=1$ and $f_1-f_2=D_2-D_1$,
\begin{equation}
f_1=\frac{1+D_2-d}{2},\qquad f_2=\frac{1-D_2+d}{2}.
\label{eq:f}
\end{equation}
To follow $D_2$, expand its reciprocal:
\begin{align}
\frac{16t^2\Delta}{D_2}&=w^3-2\Delta^2w+\frac{\Delta^4}{w}+4t^2w+\frac{4t^2\Delta^2}{w},\\
\frac{d}{dw}\frac{16t^2\Delta}{D_2}&=3w^2-2\Delta^2-\frac{\Delta^4}{w^2}+4t^2\left(1-\frac{\Delta^2}{w^2}\right)\\
&=\frac{(w^2-\Delta^2)(3w^2+\Delta^2+4t^2)}{w^2}>0 .
\end{align}
So $D_2$ falls strictly as $w$, and therefore $U$, increases. At $w=R$ the denominator of \eqref{eq:D2} is $16t^4+4t^2(4t^2+2\Delta^2)=8t^2R^2$, giving $D_2=2d$. For $U\to\infty$, $D_2\to0$. Consequently
\begin{equation}
f_1:\ \frac{1+d}{2}\ \longrightarrow\ \frac{1-d}{2}\qquad\text{as}\qquad U:\ 0\longrightarrow\infty ,
\end{equation}
and $f_2$ does the reverse. The larger value starts on the lower site and ends on the higher one. Both values stay positive throughout.

The order changes once, where $D_2=d$. Put $x=w/R$ and use $4t^2=R^2(1-d^2)$. The condition becomes
\begin{align}
4(1-d^2)x&=(x^2-d^2)^2+(1-d^2)(x^2+d^2),\nonumber\\
0&=x^4+(1-3d^2)x^2-4(1-d^2)x+d^2 .
\label{eq:x}
\end{align}
The right side is $-2(1-d^2)<0$ at $x=1$ and $12-3d^2>0$ at $x=2$, so the crossing lies between. Equation \eqref{eq:U} then gives
\begin{equation}
U_c=R\,\frac{x(x^2-1)}{x^2-d^2}.
\label{eq:Uc}
\end{equation}
The higher site has the larger value when $U>U_c$.

\emph{Small gap, $\Delta\ll t$.} As $d\to0$, \eqref{eq:x} reduces to $x^3+x=4$, so $x=1.379$ and $U_c\to2t(x-1/x)=1.307\,t$. The contrast $f_1-f_2$ vanishes with $\Delta$. At $\Delta=0$ both values are $1/2$ for every $U$, and there is nothing to move.

\emph{Large gap, $\Delta\gg t$.} Near $U=\Delta$ the states $|20\rangle$ and $|S\rangle$ are almost degenerate. The state $|02\rangle$, about $2\Delta$ higher, lowers $|S\rangle$ by $(\sqrt2t)^2/(2\Delta)=t^2/\Delta$. The two levels meet when $U-\Delta=-t^2/\Delta$. There they mix equally and $D_2=1$, while $D_1=1$ as well, both up to terms of order $t^2/\Delta^2$. Since $D_2$ changes with $U$ at a rate of order $1/t$, those terms shift the crossing only by order $t^3/\Delta^2$:
\begin{equation}
U_c\simeq\Delta-\frac{t^2}{\Delta}.
\end{equation}

\subsection*{A worked example}

The parameters are illustrative and describe no particular compound. The numerical output labels site 1 V and site 2 Ti, but the numbers do not represent a real titanium--vanadium pair. There V(IV) tends to oxidize Ti(III), which favours V(III)--Ti(IV), whereas the parameters used here favour one electron on each site. First,
\begin{equation}
R=\sqrt{1+4(0.2)^2}=1.0770\ \text{eV},\qquad d=0.9285 .
\end{equation}
For $U=4$ eV, \eqref{eq:U} has the root $w=4.042$ eV, and
\begin{equation}
D_2=\frac{16(0.04)(4.042)}{(15.34)^2+0.16(17.34)}=0.0109,\qquad
f_1=\frac{1+0.0109-0.9285}{2}=0.041 ,
\end{equation}
so $f_2=0.959$. The root of \eqref{eq:x} is $x=1.2041$, and
\begin{equation}
U_c=1.0770\times\frac{1.2041\,(1.4498-1)}{1.4498-0.8621}=0.992\ \text{eV}=0.0365\ \text{hartree}.
\end{equation}
The large-gap estimate, $0.96$ eV, is 3\% below this value. The next term, about $+4.2\,t^3/\Delta^2=0.034$ eV, nearly cancels the $-t^2/\Delta=-0.04$ eV correction at this ratio, so here $U_c\approx\Delta$ is already within 1\%. The correction improves on $U_c\approx\Delta$ only at larger $\Delta/t$.

Well below the crossing both electrons are mainly on site 1, and the electron is lost mainly from there. Near the crossing, for this gap and hopping, that state and the one with an electron on each site have similar weights. Well above it each site holds about one electron. After removal the remaining electron sits on site 1 with probability $0.964$, so the net loss is on site 2.

\subsection*{The frontier orbital}

In the exact closed-shell Kohn--Sham description, two electrons in one orbital reproduce $n_i(2)$. The orbital density is therefore $n_i(2)/2$. Because $D_2>0$ at every finite $U$, it is larger on site 1, even when $U>U_c$. The identity
\begin{equation}
f_i=\frac{n_i(2)}2+\left[\frac{n_i(2)}2-n_i(1)\right]
\end{equation}
shows what is missing: the bracket is the density per electron before the removal minus the density of the remaining electron afterwards. For site 1 in the example it reads $0.5027+(0.5027-0.9642)=0.0412$. The frontier density is almost even and favours site 1 slightly; the Fukui function strongly favours site 2.

\subsection*{How far the example can be trusted}

The level order, the gap, the hopping and the repulsion were inputs, and for a real pair they must be found first. Within the model, the level order says which site is the lower one, and the other three decide on which side of the crossing the pair lies. Real complexes also break several assumptions of the model. At 400 K, $k_BT=0.034$ eV is close to the singlet--triplet gap of $0.042$ eV, so the triplet is well populated. Its occupations are equal, and thermal averages at fixed $N$ give $f_1=0.039$. Doubling the hopping gives $0.129$ for the ground states. A second $d$ orbital on each metal, $0.2$ eV higher, with Hund coupling $J=0.5$ eV in the rotationally invariant form (interorbital repulsion $U-2J$), hopping $t$ between like orbitals and $0.1$ eV between unlike orbitals, gives $0.056$ at 400 K. Nuclear relaxation that widens the cation's gap by $0.5$ eV gives $0.022$, again for the ground states. Taking doubled hopping, 400 K, repulsions of $3.5$ eV on site 1 and $4.5$ eV on site 2, and an intersite repulsion of $1.03$ eV together gives $0.193$. Site 2 keeps the larger value in these cases, with $f_1$ from $0.022$ to $0.193$, but the order is not secure. If the second $d$ orbital is added to the last combination, with the hopping between like orbitals doubled, $f_1$ rises to $0.59$ and site 1 has the larger value again. A high-spin pair on site 1 then has diagonal energy $-0.5-0.3+3.5-3J=1.2$ eV, close to the $1.03$ eV of one electron on each site. With the original $t$ and $U$, a Hund coupling of $0.7$ eV together with the intersite repulsion gives $0.60$ at 400 K. Charge taken from the ligands is outside the model and has not been sized.

\section*{Variation 1: repulsion between the sites}

Add $Vn_1n_2$ with $0\le V\le U$, and keep $f_i=n_i(2)-n_i(1)$. One electron does not feel $V$. With two electrons, $V$ raises $|S\rangle$ and the triplets but not $|20\rangle$ or $|02\rangle$. Subtracting the constant $V$ from all two-electron energies leaves the original problem with $U$ replaced by $U-V$. The crossing moves to
\begin{equation}
U=U_c+V .
\end{equation}
A screened Coulomb estimate at $0.35$ nm with relative permittivity 4 gives $V=1.03$ eV. The crossing is then at $2.02$ eV, still below $U=4$ eV, and $f_1=0.050$.

\section*{Variation 2: where does the removal operator act?}

Compare $f_i$ with the amplitude for reaching the cation ground state by removing an electron from site $i$. Let $\phi_i=\sqrt{n_i(1)}$ and let $a,b,c$ be normalized. Removing a down electron from site 1 leaves the up electron on site 1 (from $|20\rangle$) or on site 2 (from $|S\rangle$). Up to a common sign,
\begin{equation}
g_1=a\phi_1+\frac{c\,\phi_2}{\sqrt2},\qquad g_2=b\phi_2+\frac{c\,\phi_1}{\sqrt2}.
\end{equation}
At $U=0$, $a=\phi_1^2$, $b=\phi_2^2$ and $c=\sqrt2\phi_1\phi_2$, so $g_i=\phi_i$. For $U\to\infty$, $a,b\to0$ and $c\to1$, so $g_1:g_2=\phi_2:\phi_1$. In both limits the share $g_i^2/(g_1^2+g_2^2)$ equals $f_i$.

Between the limits they need not agree. In the example the amplitudes become equal at $U=1.28$ eV, not at $0.99$ eV. At $U=1.2$ eV the removal share on site 1 is $0.55$, while $f_1=0.33$, so the two descriptors name different sites. The share measures where the operator acts on the way to one final state; $f_i$ measures the net change between two ground states. The numerical output lists both over a range of $U$.

\section*{Table of computed values}
\begin{verbatim}
Example: site 1 = V (low), site 2 = Ti (high); rough parameters
hopping t = 0.200 eV, level gap = 1.000 eV, repulsion U = 4.000 eV
R = 1.07703 eV, d = gap/R = 0.92848
one electron: E = -0.53852 eV, n1 = 0.96424, n2 = 0.03576
two electrons: E = -0.04216 eV, w = U-E = 4.04216 eV
weights: both on 1 0.008543, both on 2 0.003110, covalent 0.988346
two electrons: n1 = 1.00543, n2 = 0.99457
Fukui values at U: f1 = 0.04120, f2 = 0.95880
Kohn-Sham frontier density: site 1 0.50272, site 2 0.49728
crossing root x = 1.204081, w = 1.29683 eV
critical repulsion U_c = 0.99249 eV = 0.036473 hartree
large-gap estimate gap - t^2/gap = 0.96000 eV
removal amplitudes equal at U = 1.27703 eV
small-gap limit: x = 1.37880, U_c/t = 1.30705
large-gap check: (gap-U_c)*gap/t^2 at gap/t=1000: 0.9958
U (eV) | n1(2) | f1 | f2 | removal share on site 1
0.0000 | 1.9285 | 0.9642 | 0.0358 | 0.9642
0.5000 | 1.8107 | 0.8464 | 0.1536 | 0.9038
0.8000 | 1.6295 | 0.6653 | 0.3347 | 0.8008
0.9925 | 1.4642 | 0.5000 | 0.5000 | 0.6895
1.2000 | 1.2973 | 0.3331 | 0.6669 | 0.5495
1.5000 | 1.1471 | 0.1829 | 0.8171 | 0.3799
2.0000 | 1.0539 | 0.0897 | 0.9103 | 0.2278
4.0000 | 1.0054 | 0.0412 | 0.9588 | 0.0925
8.0000 | 1.0006 | 0.0364 | 0.9636 | 0.0577
singlet-triplet gap = 0.04216 eV; kT at 400 K = 0.03447 eV
V from distance 0.35 nm, relative permittivity 4.0
effective repulsion U-V = 2.971 eV
two-orbital model: splitting 0.2, Hund 0.5, cross hopping 0.1 eV
neglected effect: f1, f2
intersite repulsion V = 1.029 eV: 0.0499, 0.9501
temperature 400 K: 0.0386, 0.9614
unequal U: 3.5 eV on 1, 4.5 eV on 2: 0.0454, 0.9546
hopping doubled to 0.4 eV: 0.1287, 0.8713
cation gap enlarged by 0.5 eV: 0.0223, 0.9777
two d orbitals per site, 400 K: 0.0562, 0.9438
V, temperature, unequal U, doubled hopping together: 0.1925, 0.8075
\end{verbatim}
